Weighting potential and late signal rise in a point-contact germanium detector, part 2

A fully depleted p-type germanium crystal fills the region a < r < b below a flat face. Here r is the distance from the centre of a hemispherical contact on the face. The contact is at potential zero and the concentric outer electrode at a positive bias U, so holes drift inwards and electrons outwards. We ask where the holes are when the signal reaches half its final value.

The permittivity ε of the crystal is 16 times that of vacuum. The face is closed (no flux crosses it) unless leakage is considered. In the example a = 2.0 mm, b = 30.0 mm, 1/a − 1/b = 466.7 m⁻¹, the acceptor density is 10¹⁰ cm⁻³, the bias 2500 V and the temperature T = 85 K.

The weighting potential w is 1 on the contact and 0 on all other conductors, with ∇·(ε∇w) = 0. A carrier of charge q induces the charge −q w on the contact. For the hemispheres with a closed face,

w(r) = (1/r − 1/b) / (1/a − 1/b).

Holes of total charge q at r_h and electrons of total charge −q at r_e deliver the signal charge

S = q [w(r_h) − w(r_e)].

By part (d), half charge, S = q/2, requires

r_h ≤ r_½ = 2ab/(a + b) = 3.75 mm,

with equality if the electrons have been collected.

Part (e) uses a general fact: if ∇·(ε∇d) = 0 in a region and d ≥ 0 on its boundary, then d ≥ 0 throughout. Suppose the contact fits inside a ball of radius a centred on the plane of the face, every conductor outside the ball is grounded, a grounded cryostat encloses the whole, and the crystal meets vacuum only in that plane. Then w ≤ a/r outside the ball, and half charge requires r_h ≤ 2a. On a numerical mesh, leakage into vacuum moves the hemispheres' r_½ to 3.737 mm on the axis and 3.70 mm along the face.

**(f) Replace the hemisphere by a thin flat disc of radius a on the face. Where is w = 1/2 now?**

Solution. First take the outer electrode to be far away. Let z be the depth below the face and ρ the distance from the axis. The potential of the disc can be built from the function 1/√(ρ² + z²), which obeys Laplace's equation. Shifting z by a constant keeps this property, even if the constant is imaginary. So

w(ρ, z) = (1/π) ∫ ds / √(ρ² + (z + is)²),  s from −a to a,

is a solution for z > 0, with the square root that has a positive real part. The contributions of s and −s are complex conjugates, so w is real.

The boundary conditions remain to be checked. On the disc, z → 0 and ρ < a. For |s| > ρ the root becomes +i√(s² − ρ²) for positive s and −i√(s² − ρ²) for negative s. These contributions cancel in pairs. What remains is

w = (1/π) ∫ ds / √(ρ² − s²),  s from −ρ to ρ,

which is (1/π) × π = 1, as required. On the face outside the disc, ρ > a, the derivative of the integrand with respect to z at z = 0 is −is/(ρ² − s²)^(3/2). It is odd in s, so its integral vanishes and no flux crosses the face. At large distance the integrand tends to 1/r and w tends to 2a/(πr), which goes to zero.

Two special cases follow. On the axis ρ = 0, and the real part of 1/(z + is) is z/(z² + s²), so

w(0, z) = (2/π) arctan(a/z).

On the face outside the disc,

w(ρ, 0) = (2/π) arcsin(a/ρ).

Setting w = 1/2 gives a/z = tan(π/4) = 1 on the axis and a/ρ = sin(π/4) = 1/√2 on the face. The half-charge distances are z = a and ρ = √2 a, both below the bound 2a.

For an outer hemisphere at b, subtract the far value w_b = 2a/(πb) = 0.042 and rescale, so that the disc stays at one:

w → (w − w_b)/(1 − w_b).

The disc potential differs from w_b by less than 10⁻⁴ over the hemisphere r = b in the example, so this is accurate enough here. The new potential is 1/2 where the old one is (1 + w_b)/2. With the angle α = (π/4)(1 + w_b), the distances become

z = a/tan α = 1.87 mm,  ρ = a/sin α = 2.74 mm.

The mesh solution gives 1.85 mm and 2.70 mm. The differences, up to 1.5 % of the distance, are far larger than the neglected variation over r = b can cause, and are due to the mesh.

Leakage does not change w for a thin disc if the grounded electrode is mirrored above the face. The potential in the crystal can then be continued as its mirror image into the vacuum. It is flat across the face, so it satisfies the interface condition for any ratio of permittivities. The numerical output also lists a case called disc + vacuum, with slightly larger distances of 1.89 mm and 2.77 mm. Like the mesh values for the thin disc, these are too small by a little over 1 %. There the metal above the face is not thin but a half-ball of radius a. On this added metal w is one, which is at least the value it had there for the thin disc. By the general fact of part (e), w then rises or stays equal everywhere else, in agreement with the sign of the shift.

**(g) Return to the hemispheres. Find the field that moves the carriers, and the bias needed for full depletion.**

Solution. Ionized acceptors of density N carry the charge density −eN, where e is the elementary charge. Poisson's equation for the potential V(r) is therefore

(1/r²) d/dr (r² dV/dr) = eN/ε.

Multiply by r² and integrate once. With the abbreviation g = eN/(3ε) and a constant A,

r² dV/dr = g r³ + A,  so  E(r) = dV/dr = g r + A/r².

V rises outwards, so the field points inwards and E is its magnitude. It drives holes to the contact. A second integration from a to b must give the bias:

U = (g/2)(b² − a²) + A(1/a − 1/b).

In the example g = 3.77 × 10⁶ V/m². The first term is 1689 V, which leaves 811 V for the second. Division by 466.7 m⁻¹ gives A = 1.74 V m. At the contact

E(a) = 3.77 × 10⁶ × 0.002 + 1.74/(0.002)² ≈ 4.4 × 10⁵ V/m,

or 4421 V/cm with unrounded A. The field is smallest where dE/dr = g − 2A/r³ = 0, that is at r = (2A/g)^(1/3) = 9.7 mm. There it is 550 V/cm.

The depleted region grows inwards from the junction at the outer electrode. It reaches the contact when the field at r = a has just fallen to zero in this solution, which means A = −g a³. Inserting this in the expression for U gives

U_dep = (g/2)[b² − a² − 2a³(1/a − 1/b)] = (eN/(6ε))(b² − 3a² + 2a³/b).

With the example's values the bracket is 888.5 mm² and U_dep = 1675 V. The bias of 2500 V is above it.

Below this voltage, neutral p-type germanium remains around the contact. It conducts, and for signals much slower than its dielectric relaxation time it acts as part of the contact. This time is ε/(eNμ) = 22 ns with the mobility μ used in part (h), so it is not short compared with the fast rise found there. The radius a in the bound must then be replaced by that of a ball which encloses the neutral region too.

**(h) How is the signal of an event at 20 mm spread over time? What changes for an event at 6 mm?**

Solution. For both carriers take the drift speed

v = μE / (1 + μE/v_s),

with rough values for cold pure germanium: mobility μ = 40000 cm²/Vs and saturation speed v_s = 10⁷ cm/s. At low field v = μE, and at high field v tends to v_s. The time spent per unit length is

1/v = 1/(μE) + 1/v_s.

With E = (g r³ + A)/r², the first term is r²/[μ(g r³ + A)]. Since the derivative of g r³ + A is 3g r², the travel time between an outer radius r₁ and an inner radius r₂ is

t = (r₁ − r₂)/v_s + (1/(3μg)) ln[(g r₁³ + A)/(g r₂³ + A)].

The prefactor of the logarithm is 22.1 ns in the example.

For holes that start at 20 mm and end at 2 mm, the first term is 18 mm/v_s = 180 ns. The argument of the logarithm is 31.9/1.77 = 18.0, which adds 64 ns. The holes are collected at 243.9 ns. The electrons need 126.0 ns to reach the outer electrode, so they have gone before the holes come near the contact. The signal then reaches half with the holes at r_½ = 3.75 mm, at 224.4 ns.

The second half of the charge takes the remaining 19.5 ns, of which 17.5 ns come from the term 1.75 mm/v_s. This is 8.0 % of the holes' drift time and 9.7 % of their path. The share of time is smaller than the share of path because the field, and with it the speed, is higher near the contact than its average along the way.

The place of half charge does not depend on the speed, provided that the electrons have been collected by then. If the mobility of both carriers is halved and all else is kept, the logarithmic term doubles. Half charge comes at 286.4 ns instead of 224.4 ns, again with the holes at 3.750 mm. An error in the speed law therefore changes the timing but not the radius under this condition.

For an event at 6 mm the order of arrival is different. The holes are collected at 48.1 ns, and the electrons only at 321.9 ns. At half charge both are under way, and S = q/2 reads

1/r_h − 1/r_e = (1/2)(1/a − 1/b) = 0.2333 mm⁻¹.

The trajectories meet this condition at 38.6 ns, with the holes at 2.875 mm. Then 1/r_h = 0.3478 mm⁻¹, so 1/r_e = 0.1145 mm⁻¹ and the electrons are at 8.7 mm. The holes have come well inside r_½, as part (d) requires. After their arrival the signal still grows slowly until the electrons are collected.

**(i) The carriers form a cloud and not a point. Does its size move the half-charge radius?**

Solution. Take an energy deposit of 1.0 MeV and a rough 3.0 eV per pair. This gives 3.3 × 10⁵ pairs and q = 53.4 fC, so half the charge is 26.7 fC.

Consider first a thin spherical shell of radius R, evenly charged, with its centre at distance r_c > R from the centre of the contact. Let c be the cosine of the angle between the line from the shell's centre to a point on it and the outward direction. The distance of that point from the contact's centre is √(r_c² + R² + 2r_c R c), and c is evenly distributed between −1 and 1. The average of 1/r is

(1/2) ∫ dc / √(r_c² + R² + 2r_c R c) = [(r_c + R) − (r_c − R)]/(2r_c R) = 1/r_c.

Here the integral was done with the antiderivative √(r_c² + R² + 2r_c R c)/(r_c R). The average of w is thus its value at the centre of the shell. A spherical cloud is a set of such shells, so it induces the same charge as a point at its centre. The condition is that the cloud lies wholly in the crystal and does not touch the contact.

Two effects widen it during the drift. Diffusion gives the width

σ = √(2μ k_B T t/e) = 0.115 mm

at the time of half charge, where k_B T/e is the thermal voltage and μ k_B T/e the low-field diffusion coefficient. This is only a rough size, because the holes drift at about 70 to 85 % of v_s on this path, where the low-field mobility and the crystal temperature no longer describe diffusion well. The mutual repulsion of the holes is stronger. At the edge of a spherical cloud of charge q and radius R the field is q/(4πεR²), so with the low-field mobility

dR/dt = μq/(4πεR²).

Multiplying by 3R² makes the left side d(R³)/dt. For a small initial radius,

R = [3μqt/(4πε)]^(1/3) = 0.43 mm.

This is on the high side, since the actual speed grows less than in proportion to the field. It also ignores how the non-uniform drift field deforms the cloud.

At half charge the centre of the cloud is 1.75 mm from the contact surface, and the cloud is clear of it. Its shape need not be a sphere, however. As an example of a strongly elongated cloud, let the charge lie evenly along a radial line of half-length L = 0.43 mm. The average of 1/r is then

(1/(2L)) ln[(r_c + L)/(r_c − L)] ≈ (1/r_c)[1 + L²/(3r_c²)].

At r_c = 3.75 mm the correction is 0.4 % of 1/r_c. The half-charge radius grows by the same fraction. This is about the size of the shift that the vacuum leakage of part (e) causes on the axis, and less than the 1.3 % that it causes along the face.

This estimate starts from a very small cloud. An electron of 1 MeV in germanium has a path of roughly 1.2 mm, usually winding, so the charge can already be spread out when it is released. Suppose that the track is straight and radial, with a half-length of about 0.6 mm. The holes move faster at 3.75 mm than at 20 mm, which stretches this to about 0.67 mm, and the 0.43 mm from repulsion is added as an upper estimate. With L about 1.1 mm and the charge spread evenly along the line, the half-charge radius grows by about 3 %, to roughly 3.9 mm, which in the example is still below 2a = 4 mm. An uneven spread can move it further: with the charge split equally between the two ends of the same line, the centre lies at 4.05 mm at half charge. For a distant outer electrode r_½ is itself close to 2a, and the centre of such a long cloud can then lie slightly outside 2a at half charge. The bound 2a is proved for point-like groups of carriers.

**(j) Which other effects were left out, and how does the model compare with a real detector?**

Solution. Trapping removes carriers on the way. With a rough lifetime of 100 μs, the holes of the event at 20 mm lose 243.9 ns/100 μs = 0.24 % of their number. Breakdown is remote for the hemisphere: the peak field of 4421 V/cm is 0.044 of a rough breakdown field of 10⁵ V/cm. A disc has a sharp edge, where the field is locally higher, and this estimate does not cover it.

Temperature decides whether the detector works at all. With rough band parameters, the density of thermal carriers in pure germanium is 2.4 × 10⁻⁴ cm⁻³ at 85 K, far below the 10¹⁰ cm⁻³ of acceptors. At 300 K it is 2.0 × 10¹³ cm⁻³, which exceeds the acceptor density. The crystal then conducts by its own carriers, and the depleted model does not apply.

The chosen values are of the order met in p-type point-contact detectors: a contact of a few millimetres, a crystal of several centimetres, a bias of some kilovolts and a capacitance of one or two picofarads. The crystals are roughly cylinders and not hemispheres. Their acceptor density varies along the axis, and the hole speed depends on the crystal direction. These features change the drift paths and times. For point-like groups of carriers they leave the bound 2a in force as long as the crystal is fully depleted and the premises of part (e) hold. A groove cut into the face around the contact violates these premises, because the crystal then meets the vacuum off the plane of the face. In the example, a groove from 4.5 mm to 7.5 mm radius and 2 mm deep lets the region w ≥ 1/2 in the crystal reach 4.6 to 4.7 mm from the centre off the axis, beyond 2a.

The half-charge distance depends strongly on the shape of the contact and, for events that start near the contact, also on the electrons still under way. Take the case in which the electrons have been collected. If the contact is very thin, the disc is the better model. The half-charge distance from its centre then drops from 3.75 mm to about 1.9 mm on the axis and 2.7 mm along the face. A contact that reaches 0.3 mm into the crystal lies in between, with values that depend on its profile: about 2.4 mm and 3.15 mm for a flat cylinder of radius a, which fits inside a ball of radius 2.02 mm, and about 2.15 mm and 2.9 mm for a flattened half-spheroid of the same radius and depth. For such shallow contacts the value 2a is thus an upper limit, under the premises of part (e), and not an estimate of where half charge occurs.

Numbers as computed

```
contact radius a = 2.0 mm, outer radius b = 30.0 mm
relative permittivity = 16
acceptor density = 1.0e+10 cm^-3
bias = 2500 V, temperature = 85 K
mobility = 40000 cm2/Vs, v_sat = 1.0e+07 cm/s
half-charge radius, formula = 3.750 mm = 1.875 a
half-charge radius, mesh = 3.750 mm
distance from contact surface at half = 1.750 mm
b = 100 a: formula 1.9802 a, mesh 1.9801 a
w(20.0 mm): formula 0.0357, mesh 0.0357
w(10.0 mm): formula 0.1429, mesh 0.1429
w(6.0 mm): formula 0.2857, mesh 0.2857
w(4.0 mm): formula 0.4643, mesh 0.4643
w(3.0 mm): formula 0.6429, mesh 0.6429
w(2.5 mm): formula 0.7857, mesh 0.7856
ring charge at 3.974 mm: induced -0.4677 q
  formula -0.4677 q
capacitance: formula 1.907 pF, mesh 1.907 pF
crystal volume inside half-charge radius = 0.166 %
full depletion voltage = 1675 V
field at contact = 4421 V/cm
smallest field = 550 V/cm
  at r = 9.7 mm
deposit = 1.0 MeV, pair energy = 3.0 eV
full charge = 53.4 fC, half = 26.7 fC
event at 20 mm: electron collected 126.0 ns
  half charge at 224.4 ns, hole at 3.750 mm
  hole collected at 243.9 ns
  last half takes 19.5 ns
  time share of last half = 8.0 %
  path share of last half = 9.7 %
half mobility: half charge at 286.4 ns, 3.750 mm
event at 6 mm: half charge at 38.6 ns
  hole at 2.875 mm, collected at 48.1 ns
  electron collected at 321.9 ns
vacuum leakage: axis 3.737, face 3.702 mm
flat disc: axis 1.846, face 2.699 mm
  formula: axis 1.871, face 2.739 mm
disc + vacuum: axis 1.886, face 2.774 mm
diffusion width at half charge = 0.115 mm
self-repulsion radius (upper estimate) = 0.432 mm
trapping: lifetime 100 us, loss 0.24 %
peak field / rough breakdown field = 0.044
thermal carriers: 2.4e-04 cm^-3 at 85 K
  2.0e+13 cm^-3 at 300 K
```
